# Residence time of an adatom on an island with an edge barrier

## The problem

A flat circular island, one atomic layer high, has grown on a crystal surface. An atom from the vapour lands on top of it at a random point. This adatom wanders over the island until it steps down across the edge, after which it does not return. If it stays long enough for another adatom to join it, the two may start a new layer on top of the unfinished one. The residence time therefore matters for second-layer nucleation.

The island radius is $R=20$ lattice spacings. The edge-crossing velocity is $v=10^4$ spacings per second, defined by

$$
\text{outward flux per unit edge length}=v\,n(R),
$$

where $n(r)$ is the mean number of adatoms per unit area at distance $r$ from the centre. An energy barrier at the edge makes descent slow, and diffusion on top of the island is fast in comparison.

Show that the mean residence time is one millisecond. Then find how fast the diffusion must be for this to hold.

The radius and $v$ are held fixed, $v$ is the same all along the edge, and adatoms do not interact. The algebra is classical and holds in any consistent units, atomic units included.

## A tempting solution

The adatom has to reach the edge, at a distance of up to $R$, and a velocity is given. Distance divided by velocity is

$$
\tau_{\text{wrong}}=\frac{R}{v}=\frac{20}{10^4}\ \text{s}=2\ \text{ms}.
$$

The dimensions are right and so is the order of magnitude. One might blame the factor of two on the adatom starting, on average, closer to the edge than $R$.

## Where it fails

That repair can be tried. For a random landing point, the probability of lying between $r$ and $r+dr$ is $2\pi r\,dr/(\pi R^2)$. The mean distance from the centre is then

$$
\int_0^R r\,\frac{2r}{R^2}\,dr=\frac{2R}{3},
$$

and the mean distance to the edge is $R-2R/3=R/3$. Travel at speed $v$ would take $R/(3v)=0.67$ ms on average, which is not one millisecond either.

The fault lies in the meaning given to $v$. No adatom travels over the island at this speed. The velocity $v$ is a ratio, the flux through the edge divided by the density beside it. It has the dimensions of a velocity because a flux per edge length is a number per length per time, and a density is a number per area. A small $v$ says that an adatom beside the edge seldom gets over it. It says nothing about how quickly the adatom arrives there.

When the barrier dominates, the adatom visits the edge many times and is nearly always turned back. The right question is how often an adatom that may be anywhere on the island escapes. That depends on how much edge there is for a given area.

## The solution for fast diffusion

Consider many identical islands, each with one adatom placed at random at time zero. Let $N(t)$ be the mean number still present per island. If diffusion evens out the density much faster than adatoms are lost, the density stays uniform:

$$
n=\frac{N}{\pi R^2}.
$$

The loss rate is the edge length times the flux per unit length:

$$
\frac{dN}{dt}=-(2\pi R)\,v\,\frac{N}{\pi R^2}=-\frac{2v}{R}\,N .
$$

The factor 2 missing from the tempting solution is here. It comes from the ratio of perimeter to area, $2\pi R/(\pi R^2)=2/R$.

With $N(0)=1$, the number $N(t)$ is the probability $S(t)$ that an adatom is still on the island:

$$
S(t)=e^{-2vt/R}.
$$

The probability of leaving between $t$ and $t+dt$ is $-S'(t)\,dt$. The mean residence time follows by integration by parts:

$$
\tau=\int_0^\infty t\,[-S'(t)]\,dt
=-\big[t\,S(t)\big]_0^\infty+\int_0^\infty S(t)\,dt
=\int_0^\infty S(t)\,dt .
$$

The boundary term vanishes at $t=0$ because of the factor $t$, and at infinity because $S$ decays exponentially. Therefore

$$
\boxed{\;\tau=\frac{R}{2v}=\frac{20}{2\times10^4}\ \text{s}=1.0\times10^{-3}\ \text{s}=1\ \text{ms}\;}
$$

This is a mean over a broad distribution. A fraction $e^{-1}\approx0.37$ of the adatoms is still present after 1 ms, and $e^{-2}\approx0.14$ after 2 ms.

## How fast must diffusion be?

The uniform density was an assumption. To find its range, let the adatoms diffuse with a finite coefficient $D$, and let atoms land steadily at a rate $F$ per unit area. The steady density gives the mean residence time for any $D$.

The outward flux density on the island is $j=-D\,n'(r)$, where the prime means $d/dr$. In the steady state, the atoms landing in a ring of area $2\pi r\,dr$ must equal the excess of outflow over inflow:

$$
\frac{d}{dr}(2\pi r j)=2\pi r F .
$$

Inserting $j$ and dividing by $2\pi$ gives

$$
\frac{d}{dr}\left(r\,n'\right)=-\frac{F r}{D}.
$$

One integration gives $r\,n'=-Fr^2/(2D)+C$. At $r=0$ the left side vanishes for a smooth density, so $C=0$ and

$$
n'(r)=-\frac{F r}{2D}.
$$

A second integration, from $r$ to $R$, gives

$$
n(r)=n(R)+\frac{F}{4D}\,(R^2-r^2).
$$

The edge condition fixes $n(R)$. The flux arriving at the edge is $-D\,n'(R)=FR/2$, and it must equal $v\,n(R)$. Hence $n(R)=FR/(2v)$ and

$$
n(r)=\frac{FR}{2v}+\frac{F}{4D}\,(R^2-r^2).
$$

The barrier adds the same density everywhere. Finite diffusion adds a dome that is highest at the centre.

The mean number of adatoms on the island is the integral of $n$ over the disc:

$$
\bar N=2\pi\int_0^R n(r)\,r\,dr
=2\pi F\left[\frac{R}{2v}\,\frac{R^2}{2}+\frac{1}{4D}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)\right]
=\pi R^2F\left[\frac{R}{2v}+\frac{R^2}{8D}\right].
$$

This number can also be counted by age. Atoms land at the rate $\pi R^2F$, and one that landed a time $s$ ago is still present with probability $S(s)$. Therefore

$$
\bar N=\int_0^\infty \pi R^2F\,S(s)\,ds=\pi R^2F\,\tau .
$$

Comparing the two expressions gives

$$
\tau=\frac{R}{2v}+\frac{R^2}{8D}.
$$

The first term is the earlier result. The second is the mean time an adatom takes to reach the edge for the first time, whatever the barrier there. Their ratio is

$$
\frac{R^2/(8D)}{R/(2v)}=\frac{Rv}{4D},
$$

so the residence is barrier-dominated when

$$
\frac{Rv}{4D}\ll1 .
$$

For the given $R$ and $v$, the consequences are these:

- At $D=25Rv=5\times10^6$ spacings² per second, the ratio is 0.01 and $\tau=1.01$ ms. Faster diffusion keeps the correction below 1% of the barrier term.
- At $D=Rv/4=5\times10^4$ spacings² per second, the terms are equal and $\tau=2$ ms.
- At $D=Rv/40$, the diffusion term is ten times the barrier term and $\tau=11$ ms.

The second case reproduces the tempting answer $R/v$, but by coincidence: at that one value of $D$, the neglected diffusion time happens to equal the barrier time.

In the opposite limit, $Rv/(4D)\gg1$, the time tends to $R^2/(8D)$ and $v$ drops out. Doubling the radius then multiplies the time by four, whereas in the barrier-dominated limit it multiplies the time by two.

## What the velocity means for hopping atoms

On a real surface an adatom hops between sites. Take a triangular lattice of sites with spacing $a$. Each site has six neighbours, in directions 60° apart. Let $h$ be the hop rate to each neighbour on the island, and $k$ the descent rate along each bond that points outward across the edge.

Consider a straight piece of edge of length $\ell$ and one bond direction, at an angle $\alpha$ to the outward normal. A hop of length $a$ in this direction crosses the edge if it starts within a strip of width $a\cos\alpha$, provided $\cos\alpha>0$. The strip holds $n\,\ell a\cos\alpha$ adatoms, each crossing at the rate $k$. This direction thus contributes $ka\cos\alpha$ to the velocity $v$.

Around a circular island the normal takes all directions equally often. The average contribution of one bond direction is

$$
\frac{ka}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=\frac{ka}{\pi},
$$

and the six directions together give

$$
v=\frac{6}{\pi}\,k a\approx1.91\,ka .
$$

Averaging over the edge is justified here because fast diffusion makes the density the same all along it.

The diffusion coefficient follows from the mean square displacement, which in two dimensions grows as $4Dt$. Hops occur at the total rate $6h$ and each adds $a^2$, so $4D=6ha^2$ and $D=\tfrac32ha^2$.

## An example in the regime of Cu(111)

The given velocity can be placed on a copper surface with hexagonal packing. The inputs are rough typical values: a spacing of 0.256 nm, a temperature of 150 K, an attempt frequency $\nu=10^{12}$ per second for each direction, and a barrier of 0.04 eV for hops on the terrace. The island radius is then $20\times0.256=5.12$ nm.

With lengths in spacings, the descent rate per outward bond is

$$
k=\frac{\pi v}{6}=5236\ \text{s}^{-1}.
$$

If descent is thermally activated, $k=\nu e^{-E/k_BT}$. With $k_BT=0.01293$ eV, the total descent barrier is

$$
E=k_BT\,\ln\frac{\nu}{k}=0.01293\times\ln\frac{10^{12}}{5236}\ \text{eV}\approx0.25\ \text{eV}.
$$

This is about 0.21 eV above the terrace barrier. The excess is the extra edge barrier, called the Ehrlich–Schwoebel barrier.

The terrace hop rate is $h=10^{12}\,e^{-0.04/0.01293}\approx4.5\times10^{10}$ per second, which gives $D\approx6.8\times10^{10}$ spacings² per second. Then

$$
\frac{Rv}{4D}\approx7\times10^{-7},\qquad \frac{R^2}{8D}\approx7\times10^{-10}\ \text{s}.
$$

The condition is met with a wide margin, and the diffusion term can be dropped.

The discreteness of the lattice matters more. A disc of radius 20 centred on a site contains 1459 sites. Along each of the three bond axes, the sites form rows $\sqrt3/2$ apart, so 47 rows fit in the disc. Each row has two ends, and each end has one outward bond, which makes $3\times47\times2=282$ outward bonds. With all sites equally occupied, the escape rate is $282k/1459$ and the mean time is

$$
\frac{1459}{282\times5236}\ \text{s}=0.988\ \text{ms}.
$$

Solving the linear equations for the mean escape time from every site, with the actual hop rates, gives the same 0.988 ms. This is 1.2% below the result for a smooth disc. For a radius of 60 the same calculation gives 2.990 ms, which is 0.3% below the smooth value of 3 ms. The size and sign of the shift depend on how the edge cuts the lattice. A disc of radius 20 centred on a hollow between three sites lies only 0.15% below the smooth value, one of radius 19.9 centred on a site lies 0.7% above it, and a hexagon of 1519 sites with close-packed edges lies 5% above the disc of equal area.

## From residence time to a second layer

Suppose that 0.01 monolayer is deposited per second. A smooth disc of this radius covers $\pi R^2/(\sqrt3/2)\approx1451$ sites, so atoms land on it at the rate $\Gamma=14.5$ per second. Given that one adatom has just landed, the chance $p$ that another lands before it leaves is

$$
p=\int_0^\infty \Gamma e^{-\Gamma t}\,e^{-t/\tau}\,dt
=\frac{\Gamma}{\Gamma+1/\tau}
=\frac{\Gamma\tau}{1+\Gamma\tau}\approx0.014 .
$$

The first factor is the probability density for the next arrival at time $t$, and the second is the probability that the first adatom is still there.

An adatom is thus followed in time by another in about one case in seventy. With 14.5 landings per second, such overlaps still occur at the rate $14.5\times0.0143\approx0.2$ per second, or about once in five seconds. Depositing a full monolayer takes 100 seconds. A residence of one millisecond can therefore be short compared with the time between arrivals and yet leave many chances for two adatoms to meet while the layer grows. An overlap is necessary for a nucleus of two adatoms but does not ensure one: the two must also meet and stay bound. In the copper example they almost always meet, because an adatom makes more than $10^8$ hops in a millisecond on an island of only 1459 sites.

For $\Gamma\tau\ll1$ the overlap rate is $\Gamma p\approx\Gamma^2\tau$. Since $\Gamma\propto R^2$ and $\tau\propto R$ in the barrier-dominated limit, it grows as $R^5$ at fixed $v$ and deposition rate. It is also proportional to $\tau$, so the tempting answer would have doubled it.

## How far the number can be trusted for copper

The millisecond follows from the given $R$ and $v$; it is not a prediction for copper. A low terrace barrier and an extra edge barrier of roughly 0.2 eV are reasonable for Cu(111), but 150 K is far below room temperature. The velocity is very sensitive to both temperature and barrier. With the barrier and attempt frequency held fixed, warming to 155 K shortens the residence time to 0.54 ms.

The assumption most easily broken is that of a uniform edge. Islands on this surface are bounded by two kinds of step, which need not have the same barrier. As an assumed case, let the barrier be 0.05 eV lower for half of the outward bonds. At 150 K their rate rises by the factor $e^{0.05/0.01293}\approx48$. The average over the edge rises by $(1+48)/2\approx24$, and the site-by-site calculation gives 0.04 ms. The easy parts of the edge then carry nearly all the descent.

Two other simplifications matter less. Adatoms on Cu(111) sit in hollows that form a honeycomb rather than a triangular lattice. With three hops of length $a/\sqrt3$ at the same rate $h$, $4D=ha^2$, so $D$ is six times smaller than before. It still exceeds the 1% threshold by a factor of about two thousand. It also changes the relation between $k$ and $v$: with three bonds of length $a/\sqrt3$ at each site, the average for a smooth circle cutting the honeycomb at random becomes $v=\sqrt3\,ka/\pi\approx0.55\,ka$. At the given $v$ the smooth-disc residence time stays the same, and the implied descent barrier is lower by about 0.02 eV. If the barrier were held fixed instead, $v$ would be smaller and the residence time longer, by a factor of $2\sqrt3\approx3.5$ on this average. Counting only hollows with all three supporting atoms in the island leaves fewer outward bonds. The disc of radius 20 then has 2778 hollows and 138 outward bonds, so the time is $2778/(138\times5236)$ s $\approx3.8$ ms. The factor is thus 3.8, and it rises to about 4 at a radius of 60. Tunnelling can be estimated by taking the barrier top as an inverted parabola whose frequency equals the attempt frequency. Averaging its quantum transmission numerically over thermal energies raises the descent rate by 0.4%; a barrier frequency five times higher would raise it by 12%. An error of 0.02 eV in the edge barrier would outweigh either, since it changes the rate by a factor of $e^{0.02/0.01293}\approx4.7$.
